# Adjoint Gradient of a Partially Coherent Image for All Mask Pixels: a program that tests the result

```python
"""Adjoint gradient of a partially coherent image.

Result under test: for I = sum_s |A_s t|^2 and a scalar objective J[I],
    dJ = 2 Re sum_j conj(G_j) dt_j,   G = sum_s A_s^dagger (g E_s),
with t the mask pixel transmissions, E_s = A_s t the coherent fields,
g = dJ/dI, and A_s = F^-1 diag(H_s) F (F: discrete Fourier transform).
H_s holds the source weight, the shifted pupil and the square-pixel factor.
The gradient for all pixels costs a fixed number of image evaluations.
Lengths are in nm; transmissions, intensities and J are dimensionless.
"""
import time
import numpy as np
from scipy import fft as sfft
from scipy.special import expit

WAVELENGTH, NA, DEFOCUS = 193.0, 0.85, 60.0
SIGMA_IN, SIGMA_OUT = 0.5, 0.8
PIXEL, GRID = 20.0, 32
THRESHOLD, STEEPNESS = 0.3, 25.0
BACKGROUND_INTENSITY = 0.06
T_BACK = -np.sqrt(BACKGROUND_INTENSITY)
rng = np.random.default_rng(7)
transform_count = 0


def forward_ft(a):
    global transform_count
    transform_count += a.size // (a.shape[-1] * a.shape[-2])
    return sfft.fft2(a, norm="forward")


def inverse_ft(a):
    global transform_count
    transform_count += a.size // (a.shape[-1] * a.shape[-2])
    return sfft.ifft2(a, norm="forward")


def counted(function, *args):
    """Run a function and return its result and the transforms executed."""
    start = transform_count
    result = function(*args)
    return result, transform_count - start


def source_points(step):
    """Equal-weight annular source; coordinates in frequency units."""
    half = int(round(1.0 / step))
    axis = (np.arange(-half, half) + 0.5) * step
    sx, sy = np.meshgrid(axis, axis, indexing="ij")
    radius = np.hypot(sx, sy)
    keep = (radius >= SIGMA_IN) & (radius <= SIGMA_OUT)
    return np.column_stack((sx[keep], sy[keep])) * NA / WAVELENGTH


def pupil(fx, fy):
    sine2 = WAVELENGTH**2 * (fx**2 + fy**2)
    cosine = np.sqrt(np.maximum(1.0 - sine2, 0.0))
    phase = 2 * np.pi * DEFOCUS / WAVELENGTH * (cosine - 1.0)
    return np.where(sine2 <= NA**2, np.exp(1j * phase), 0.0)


def transfer_stack(n, step=0.2):
    f = np.fft.fftfreq(n, PIXEL)
    fx, fy = np.meshgrid(f, f, indexing="ij")
    pixel_factor = np.sinc(fx * PIXEL) * np.sinc(fy * PIXEL)
    points = source_points(step)
    stack = [pupil(fx + sx, fy + sy) * pixel_factor for sx, sy in points]
    return np.array(stack) / np.sqrt(len(points))


def image(t, H):
    fields = inverse_ft(H * forward_ft(t))
    return np.sum(fields.real**2 + fields.imag**2, axis=0), fields


def objective(intensity, target):
    """Mean squared resist error and its derivative by intensity."""
    z = expit(STEEPNESS * (intensity - THRESHOLD))
    value = np.mean((z - target)**2)
    slope = 2 * STEEPNESS * (z - target) * z * (1 - z) / z.size
    return value, slope


def cost(t, H, target):
    return objective(image(t, H)[0], target)[0]


def adjoint_gradient(t, H, target):
    """Return J and the complex G, keeping all coherent fields."""
    intensity, fields = image(t, H)
    value, g = objective(intensity, target)
    back = np.sum(np.conj(H) * forward_ft(g * fields), axis=0)
    return value, inverse_ft(back)


def recomputing_gradient(t, H, target):
    """Same quantities, with one coherent field in memory at a time."""
    spectrum = forward_ft(t)
    intensity = np.zeros(t.shape)
    for h in H:
        intensity += np.abs(inverse_ft(h * spectrum))**2
    value, g = objective(intensity, target)
    back = np.zeros(t.shape, complex)
    for h in H:
        back += np.conj(h) * forward_ft(g * inverse_ft(h * spectrum))
    return value, inverse_ft(back)


def relative_error(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


# Target openings and the uncorrected attenuated phase-shifting mask.
target = np.zeros((GRID, GRID))
target[7:13, 7:25] = 1.0
target[19:26, 12:19] = 1.0
mask = np.where(target > 0.5, 1.0, T_BACK)
H = transfer_stack(GRID)
S, N = len(H), mask.size
(I0, fields0), image_transforms = counted(image, mask, H)
open_frame = image(np.ones_like(mask), H)[0]
assert np.allclose(open_frame, 1.0, atol=1e-12)

# Hopkins double sum, with Fourier coefficients integrated over each pixel.
orders = np.arange(-8, 9)
edges = np.exp(-2j * np.pi * np.outer(orders, np.arange(GRID + 1)) / GRID)
denominator = np.where(orders == 0, 1, -2j * np.pi * orders)
integrals = np.diff(edges, axis=1) / denominator[:, None]
integrals[orders == 0] = 1.0 / GRID
coefficients = (integrals @ mask @ integrals.T).ravel()
mx, my = [a.ravel() for a in np.meshgrid(orders, orders, indexing="ij")]
period = GRID * PIXEL
points = source_points(0.2)
tcc = np.zeros((mx.size, mx.size), complex)
for sx, sy in points:
    p = pupil(mx / period + sx, my / period + sy)
    tcc += np.outer(p, np.conj(p)) / len(points)
hopkins_error = 0.0
for ix, iy in [(0, 0), (10, 16), (13, 8), (16, 15), (22, 15), (25, 19)]:
    wave = np.exp(2j * np.pi * (mx * (ix + 0.5) + my * (iy + 0.5)) / GRID)
    v = coefficients * wave
    value = (v @ tcc @ np.conj(v)).real
    hopkins_error = max(hopkins_error, abs(value - I0[ix, iy]))
assert hopkins_error < 1e-11

# Adjoint identity for one coherent system.
u = rng.normal(size=mask.shape) + 1j * rng.normal(size=mask.shape)
v = rng.normal(size=mask.shape) + 1j * rng.normal(size=mask.shape)
left = np.vdot(u, inverse_ft(H[3] * forward_ft(v)))
right = np.vdot(inverse_ft(np.conj(H[3]) * forward_ft(u)), v)
assert abs(left - right) < 1e-11 * np.linalg.norm(u) * np.linalg.norm(v)

# Every pixel derivative against central differences.
(J0, G), gradient_transforms = counted(adjoint_gradient, mask, H, target)
gradient = 2 * G.real


def difference_gradient():
    h = 1e-4
    result = np.empty_like(mask)
    for index in np.ndindex(mask.shape):
        plus, minus = mask.copy(), mask.copy()
        plus[index] += h
        minus[index] -= h
        result[index] = (cost(plus, H, target)
                         - cost(minus, H, target)) / (2 * h)
    return result


numerical, difference_transforms = counted(difference_gradient)
gradient_error = relative_error(gradient, numerical)
assert gradient_error < 1e-6

# Omitting the conjugate of the transfer function must fail with defocus.
slope0 = objective(I0, target)[1]
wrong = 2 * inverse_ft(np.sum(H * forward_ft(slope0 * fields0), axis=0)).real
wrong_error = relative_error(wrong, numerical)
assert wrong_error > 0.05

# Complex mask and complex direction.
complex_mask = mask + 0.1 * u
Gc = adjoint_gradient(complex_mask, H, target)[1]
h = 1e-5
complex_fd = (cost(complex_mask + h * v, H, target)
              - cost(complex_mask - h * v, H, target)) / (2 * h)
complex_adjoint = 2 * np.vdot(Gc, v).real
scale = np.linalg.norm(Gc) * np.linalg.norm(v)
assert abs(complex_fd - complex_adjoint) < 1e-6 * scale

# Recomputed fields: same gradient, less storage, bounded extra work.
(J_re, G_re), recompute_transforms = counted(
    recomputing_gradient, mask, H, target)
assert abs(J_re - J0) < 1e-12 and relative_error(G_re, G) < 1e-11
assert gradient_transforms == 2 * image_transforms
assert recompute_transforms < 3 * image_transforms

# First-order Taylor remainder along a random real direction.
direction = rng.normal(size=mask.shape)
remainders = []
for h in (1e-3, 5e-4):
    change = cost(mask + h * direction, H, target) - J0
    remainders.append(change - h * np.sum(gradient * direction))
taylor_ratio = remainders[0] / remainders[1]
assert abs(taylor_ratio - 4) < 0.1

# Finite flip of the most influential pixel.
top = np.unravel_index(np.argmax(np.abs(gradient)), mask.shape)
flipped = mask.copy()
flipped[top] = T_BACK if mask[top] > 0.5 else 1.0
flip_step = flipped[top] - mask[top]
flip_predicted = gradient[top] * flip_step
flip_actual = cost(flipped, H, target) - J0

# Orthogonal coherent kernels, complete and truncated.
_, singular, vectors = np.linalg.svd(H.reshape(S, -1), full_matrices=False)
kernels = (singular[:, None] * vectors).reshape(H.shape)
G_kernels = adjoint_gradient(mask, kernels, target)[1]
assert relative_error(G_kernels, G) < 1e-10
K = 10
short = kernels[:K]
deficit = I0 - image(mask, short)[0]
deficit_bound = singular[K]**2 * np.mean(mask**2)
assert deficit.min() > -1e-12
assert deficit.mean() <= deficit_bound + 1e-12
(_, G_short), short_transforms = counted(
    adjoint_gradient, mask, short, target)
h = 1e-5
short_fd = (cost(mask + h * direction, short, target)
            - cost(mask - h * direction, short, target)) / (2 * h)
short_adjoint = 2 * np.sum(G_short.real * direction)
scale = np.linalg.norm(G_short) * np.linalg.norm(direction)
assert abs(short_fd - short_adjoint) < 1e-6 * scale
short_error = relative_error(2 * G_short.real, gradient)

# Sensitivity of the image to finer source sampling.
fine_H = transfer_stack(GRID, 0.1)
source_change = np.max(np.abs(image(mask, fine_H)[0] - I0))

# Measured cost on growing grids at fixed pixel size and source.
timings = []
for factor in (1, 2, 4):
    n = factor * GRID
    big_mask = np.tile(mask, (factor, factor))
    big_target = np.tile(target, (factor, factor))
    big_H = transfer_stack(n)
    durations = [[], []]
    for _ in range(8):
        start = time.perf_counter()
        image(big_mask, big_H)
        middle = time.perf_counter()
        adjoint_gradient(big_mask, big_H, big_target)
        end = time.perf_counter()
        durations[0].append(middle - start)
        durations[1].append(end - middle)
    image_time, gradient_time = min(durations[0]), min(durations[1])
    timings.append((n * n, 1e3 * image_time, 1e3 * gradient_time))
    assert gradient_time / image_time < 6


def correct_mask(iterations=40):
    """Projected descent with a sufficient-decrease test."""
    t = mask.copy()
    step = 0.2 / np.max(np.abs(gradient))
    for _ in range(iterations):
        value, g_complex = adjoint_gradient(t, H, target)
        slope = 2 * g_complex.real
        for _ in range(30):
            trial = np.clip(t - step * slope, T_BACK, 1.0)
            needed = 1e-4 * np.sum(slope * (t - trial))
            if cost(trial, H, target) <= value - needed:
                t = trial
                break
            step *= 0.5
        step *= 1.5
    return t


corrected, descent_transforms = counted(correct_mask)
I1 = image(corrected, H)[0]
J1 = objective(I1, target)[0]
assert J1 < 0.9 * J0
wrong_before = np.sum((I0 > THRESHOLD) != (target > 0.5))
wrong_after = np.sum((I1 > THRESHOLD) != (target > 0.5))
grey = np.sum((corrected > T_BACK + 1e-6) & (corrected < 1 - 1e-6))

print(f"wavelength: {WAVELENGTH:.0f} nm; NA: {NA:.2f}")
print(f"defocus: {DEFOCUS:.0f} nm; pixel side: {PIXEL:.0f} nm")
print(f"source radii / pupil radius: {SIGMA_IN:.1f} to {SIGMA_OUT:.1f}")
print(f"cell side: {period:.0f} nm; mask pixels N: {N}")
print(f"source points S: {S}")
print(f"background amplitude: {T_BACK:.4f}")
print(f"resist threshold: {THRESHOLD:.2f}; steepness: {STEEPNESS:.0f}")
print(f"image range: {I0.min():.4f} to {I0.max():.4f} (open frame = 1)")
print(f"largest Abbe-Hopkins difference: {hopkins_error:.1e}")
print(f"initial objective J: {J0:.6f}")
print(f"adjoint vs differences, relative error: {gradient_error:.1e}")
print(f"relative error without conjugate: {wrong_error:.3f}")
print(f"complex mask, adjoint derivative: {complex_adjoint:.6e}")
print(f"complex mask, difference derivative: {complex_fd:.6e}")
print(f"transforms, one image: {image_transforms}")
print(f"transforms, J and gradient, stored: {gradient_transforms}")
print(f"transforms, J and gradient, recomputed: {recompute_transforms}")
print(f"recomputed cost / image: {recompute_transforms/image_transforms:.3f}")
print(f"transforms, central differences: {difference_transforms}")
print(f"stored coherent fields: {fields0.nbytes / 1024:.0f} KiB")
print(f"one coherent field: {fields0[0].nbytes / 1024:.0f} KiB")
print(f"most influential pixel (x, y index): {top[0]}, {top[1]}")
print(f"its transmission: {mask[top]:.4f}")
print(f"its adjoint derivative: {gradient[top]:.6e}")
print(f"its difference derivative: {numerical[top]:.6e}")
print(f"its flip, change of transmission: {flip_step:.4f}")
print(f"its flip, predicted change of J: {flip_predicted:.4e}")
print(f"its flip, actual change of J: {flip_actual:.4e}")
print(f"Taylor remainder ratio on halving step: {taylor_ratio:.4f}")
print(f"kept kernels K: {K}; transforms for gradient: {short_transforms}")
print(f"mean image deficit: {deficit.mean():.3e}")
print(f"bound on mean deficit: {deficit_bound:.3e}")
print(f"relative gradient change by truncation: {short_error:.4f}")
print(f"finer source, number of points: {len(fine_H)}")
print(f"finer source, largest image change: {source_change:.4f}")
for pixels, t_image, t_gradient in timings:
    print(f"N={pixels}: image {t_image:.2f} ms, gradient "
          f"{t_gradient:.2f} ms, ratio {t_gradient / t_image:.2f}")
print(f"J after 40 descent steps: {J1:.6f}; ratio: {J1 / J0:.3f}")
print(f"wrongly printed pixels before: {wrong_before}")
print(f"wrongly printed pixels after: {wrong_after}")
print(f"pixels with intermediate transmission: {grey}")
print(f"descent cost: {descent_transforms / image_transforms:.0f} images")
print("all assertions hold")
```

Running it gives:

```
wavelength: 193 nm; NA: 0.85
defocus: 60 nm; pixel side: 20 nm
source radii / pupil radius: 0.5 to 0.8
cell side: 640 nm; mask pixels N: 1024
source points S: 36
background amplitude: -0.2449
resist threshold: 0.30; steepness: 25
image range: 0.0213 to 0.4711 (open frame = 1)
largest Abbe-Hopkins difference: 2.8e-16
initial objective J: 0.068699
adjoint vs differences, relative error: 9.5e-11
relative error without conjugate: 0.254
complex mask, adjoint derivative: 2.466714e-02
complex mask, difference derivative: 2.466714e-02
transforms, one image: 37
transforms, J and gradient, stored: 74
transforms, J and gradient, recomputed: 110
recomputed cost / image: 2.973
transforms, central differences: 75776
stored coherent fields: 576 KiB
one coherent field: 16 KiB
most influential pixel (x, y index): 22, 15
its transmission: 1.0000
its adjoint derivative: -3.199949e-03
its difference derivative: -3.199949e-03
its flip, change of transmission: -1.2449
its flip, predicted change of J: 3.9838e-03
its flip, actual change of J: 4.0076e-03
Taylor remainder ratio on halving step: 4.0009
kept kernels K: 10; transforms for gradient: 22
mean image deficit: 4.129e-03
bound on mean deficit: 3.871e-02
relative gradient change by truncation: 0.0153
finer source, number of points: 128
finer source, largest image change: 0.0438
N=1024: image 1.12 ms, gradient 2.78 ms, ratio 2.48
N=4096: image 5.99 ms, gradient 15.14 ms, ratio 2.53
N=16384: image 31.56 ms, gradient 60.14 ms, ratio 1.91
J after 40 descent steps: 0.008958; ratio: 0.130
wrongly printed pixels before: 90
wrongly printed pixels after: 8
pixels with intermediate transmission: 635
descent cost: 140 images
all assertions hold
```
